# Rumer diagrams for spin singlets, with a ring of six spins, part 2

Six quantum dots in a germanium layer form a ring. Each holds one carrier with spin $\tfrac12$, and neighbours are coupled by antiferromagnetic exchange. The task is to describe the states of total spin zero by pairing spins into singlets.

In general there are $N=2n$ spins, numbered around a circle, with states $\alpha$, $\beta$ ($S^z=\pm\hbar/2$). A configuration $x$ has $x_i=0$ for $\alpha$ and $x_i=1$ for $\beta$. A bond, with its arrow from $i$ to $j$, is

$$[ij]=\frac{\alpha_i\beta_j-\beta_i\alpha_j}{\sqrt2}=-[ji].$$

A diagram $R$ is a product of $n$ bonds using every point once. It has norm one, and every component of the total spin $\mathbf S=\sum_i\mathbf S_i$ annihilates it. For any four different spins,

$$[ac][bd]=[ab][cd]+[ad][bc].\tag{2}$$

Diagrams without crossing chords, the Rumer diagrams, form a basis of the singlet space, whose dimension is

$$d_N=\binom Nn-\binom N{n+1}=\frac1{n+1}\binom{2n}n.\tag{3}$$

Each Rumer diagram corresponds to one Dyck word, with $\alpha$ at the lower-numbered end of each chord and $\beta$ at the other; no initial segment has more $\beta$ than $\alpha$. Its chords always join odd to even points, and its arrows run from odd to even.

Drawn together, $R$ and $R'$ form $L$ closed loops, the islands. Island $l$ has $k_l$ bonds of each diagram; a shared bond is an island with $k=1$. Points are coloured alternately A and B along each island, and $r$ arrows run from B to A. Then

$$\langle R|R'\rangle=(-1)^r\sum_x\ \prod_{\text{bonds of }R\text{ and }R'}\frac{x_B-x_A}{\sqrt2},$$

where on each island only two patterns survive, $\alpha$ on all A points or $\beta$ on all A points, each contributing $2^{-k}$. Hence

$$\langle R|R'\rangle=(-1)^r\prod_{l=1}^L2^{\,1-k_l}=(-1)^r\,2^{\,L-N/2}.\tag{4}$$

For Rumer diagrams with odd-to-even arrows, $r=0$. For example, $[12][34]$ and $[14][32]$ have overlap $0.5$.

## 8. Matrix elements of $\mathbf S_i\cdot\mathbf S_j$

The same islands give the matrix elements of exchange. Let $U=e^{-i\theta S^y/\hbar}$ with the total $S^y$. Since $S^yR=0$, the exponential series gives $UR=R$ for every diagram. The operator $F(\theta)=U^\dagger S_i^zU$ has $F(0)=S_i^z$; its derivative is $U^\dagger(i/\hbar)[S^y,S^z_i]U=-U^\dagger S_i^xU$, and a second differentiation with $(i/\hbar)[S^y,S_i^x]=S_i^z$ gives $F''=-F$. Hence $F=S_i^z\cos\theta-S_i^x\sin\theta$, and at $\theta=\pi/2$

$$\langle R|S_i^zS_j^z|R'\rangle=\langle R|U^\dagger S_i^zU\,U^\dagger S_j^zU|R'\rangle=\langle R|S_i^xS_j^x|R'\rangle,$$

the two minus signs cancelling. A rotation about $x$ does the same for the $y$ components. Therefore $\langle R|\mathbf S_i\cdot\mathbf S_j|R'\rangle=3\langle R|S_i^zS_j^z|R'\rangle$.

The operator $S_i^zS_j^z$ is diagonal in configurations and only inserts a weight into the sum of section 7. If $i$ and $j$ lie on the same island, both surviving patterns give $+\hbar^2/4$ for equal colours and $-\hbar^2/4$ for opposite colours, so the island sum is multiplied by that number. If they lie on different islands, the island of $i$ contributes $2^{-k}(\hbar/2)+2^{-k}(-\hbar/2)=0$. Thus

$$\langle R|\mathbf S_i\cdot\mathbf S_j|R'\rangle=\tfrac34\hbar^2\,\epsilon_{ij}\,\langle R|R'\rangle,\tag{5}$$

with $\epsilon_{ij}=+1$ for the same island and colour, $-1$ for the same island and opposite colours, and $0$ for different islands.

For two spins in a common bond, (5) gives the singlet value $-\tfrac34\hbar^2$. The value $+\tfrac34\hbar^2$ exceeds the largest eigenvalue $+\tfrac14\hbar^2$ of $\mathbf S_i\cdot\mathbf S_j$, which is no contradiction: it is a ratio of off-diagonal elements, and for $R=R'$ an island has only one point of each colour. The spin exchange operator is $P_{ij}=\tfrac12+2\,\mathbf S_i\cdot\mathbf S_j/\hbar^2$, as its values $-1$ on the pair singlet and $+1$ on the pair triplet (where $\mathbf S_i\cdot\mathbf S_j=\tfrac14\hbar^2$) show, so $\langle R|P_{ij}|R'\rangle/\langle R|R'\rangle$ is $2$, $-1$ or $\tfrac12$ in the three cases. The value 2 can be seen directly: $P_{13}[12][34]=[32][14]$, so the matrix element with $[14][32]$ is 1, twice the overlap $0.5$.

## 9. The five structures for six spins

The Dyck words of length six, in dictionary order, are $\alpha\alpha\alpha\beta\beta\beta$, $\alpha\alpha\beta\alpha\beta\beta$, $\alpha\alpha\beta\beta\alpha\beta$, $\alpha\beta\alpha\alpha\beta\beta$ and $\alpha\beta\alpha\beta\alpha\beta$. Joining each first $\beta$ to its predecessor, deleting the pair and repeating gives the chords. With arrows from odd to even,

$$K_1=[12][34][56]\quad(\alpha\beta\alpha\beta\alpha\beta),\qquad K_2=[16][32][54]\quad(\alpha\alpha\beta\alpha\beta\beta),$$

$$D_1=[14][32][56]\quad(\alpha\alpha\beta\beta\alpha\beta),\qquad D_2=[52][16][34]\quad(\alpha\alpha\alpha\beta\beta\beta),$$

$$D_3=[36][12][54]\quad(\alpha\beta\alpha\alpha\beta\beta).$$

On a hexagon $K_1$ and $K_2$ are the Kekulé structures, with bonds on alternate edges, and the $D$ are the Dewar structures, with one bond across the ring and two on the edges parallel to it.

The islands are found by walking. $K_1$ with $K_2$ gives the single loop $1\,2\,3\,4\,5\,6$, so the overlap is $2^{1-3}=\tfrac14$. $K_1$ with $D_1$ shares the bond $56$ and has the loop $1\,2\,3\,4$, so $L=2$ and the overlap is $\tfrac12$. $K_2$ with $D_1$ shares $23$ and has the loop $1\,6\,5\,4$, again $L=2$. $D_1$ with $D_2$ gives $1\,4\,3\,2\,5\,6$, a single loop. The shift $i\to i+1$ (with $6\to1$) interchanges the chords of $K_1$ and $K_2$ and carries $D_1\to D_2\to D_3\to D_1$ without changing the number of islands, so these cases cover all pairs. In the order $K_1,K_2,D_1,D_2,D_3$ the Gram matrix $G_{RR'}=\langle R|R'\rangle$ is

$$G=\frac14\begin{pmatrix}4&1&2&2&2\\1&4&2&2&2\\2&2&4&1&1\\2&2&1&4&1\\2&2&1&1&4\end{pmatrix}.$$

Its eigenvalues follow from three kinds of vector. On $(1,-1,0,0,0)$ the $K$ rows give $\pm(1-\tfrac14)$ and the $D$ rows $\tfrac12-\tfrac12=0$, so the eigenvalue is $\tfrac34$. On $(0,0,y_1,y_2,y_3)$ with $\sum y_i=0$ the $K$ rows give $\tfrac12\sum y_i=0$ and a $D$ row gives $y_i+\tfrac14(-y_i)$, so $\tfrac34$ occurs twice more. On $(p,p,q,q,q)$ a $K$ row gives $\tfrac54p+\tfrac32q$ and a $D$ row $p+\tfrac32q$. This $2\times2$ problem has trace $\tfrac{11}4$ and determinant $\tfrac{15}8-\tfrac32=\tfrac38$, so $\lambda^2-\tfrac{11}4\lambda+\tfrac38=0$ and $\lambda=(11\pm\sqrt{97})/8$, that is $0.14389$ and $2.60611$. The determinant of $G$ is $(\tfrac34)^3\cdot\tfrac38=\tfrac{81}{512}=0.158203$. It is not zero, which confirms the independence of the five structures.

The fully crossed diagram shows the crossing identity at work. With all arrows from lower to higher, (2) for the points $1,2,4,5$ gives

$$[14][25][36]=[12][45][36]+[15][24][36].$$

The first term has no crossing and equals $-D_3$, one arrow being reversed. In the second, (2) for $2,3,4,6$ gives $[24][36]=[23][46]+[26][34]$. Then the points $1,4,5,6$ give $[15][46]=[14][56]+[16][45]$, and $1,2,5,6$ give $[15][26]=[12][56]+[16][25]$. The four resulting terms are $[14][23][56]=-D_1$, $[16][23][45]=+K_2$ (two arrows reversed), $[12][34][56]=K_1$ and $[16][25][34]=-D_2$. Altogether

$$[14][25][36]=K_1+K_2-D_1-D_2-D_3 .$$

For $A=K_1+K_2$ and $B=D_1+D_2+D_3$ the blocks of $G$ sum to $G_{AA}=2+2\cdot\tfrac14=2.5$, $G_{AB}=6\cdot\tfrac12=3.0$ and $G_{BB}=3+6\cdot\tfrac14=4.5$. The squared norm of $A-B$ is $2.5-2\times3.0+4.5=1$, as a diagram requires.

## 10. Worked example: a ring of six spins

Take the ring of section 1 with the model Hamiltonian

$$H=\frac{J}{\hbar^2}\sum_{i=1}^6\mathbf S_i\cdot\mathbf S_{i+1},\qquad \mathbf S_7\equiv\mathbf S_1,\quad J>0 .$$

The input $J=0.20\ \mu$eV is chosen for illustration. The model is an idealisation, and the digits quoted below are those of the model with $J$ taken as exact, not a prediction for a device. Real carriers in germanium have spin–orbit coupling, which makes the exchange anisotropic; $H$ then no longer commutes with $\mathbf S^2$ and singlets mix with other states. In Gaussian units energies are in erg. The mass $m$ does not appear once $J$ is given, and the charge $e$ enters only through $1\ \text{eV}=1.602177\times10^{-12}$ erg:

$$J=0.20\times10^{-6}\times1.602177\times10^{-12}\ \text{erg}=3.20435\times10^{-19}\ \text{erg}.$$

With $h=2\pi\hbar=6.626070\times10^{-27}$ erg s this is $J/h=48.360$ MHz.

Each term $\mathbf S_i\cdot\mathbf S_j=\tfrac12[(\mathbf S_i+\mathbf S_j)^2-\tfrac32\hbar^2]$ commutes with every component of the total spin, so $H$ maps singlets to singlets and a singlet eigenstate can be written $\psi=\sum_Rc_RR$. Projecting $H\psi=E\psi$ on each $R$ gives the generalized eigenvalue problem $Hc=EGc$, which is exact because the basis is complete. The matrix $G$ cannot be left out, because the structures are not orthogonal.

Ring neighbours have opposite parity, hence opposite colour, so (5) gives $H_{RR'}=-\tfrac34J\,G_{RR'}\,\nu_{RR'}$, where $\nu$ counts the ring links with both ends on one island. For $K$ with itself the three bonds are links, $\nu=3$ and $H_{KK}=-\tfrac34\cdot1\cdot3\,J=-2.25J$. For $D$ with itself only the two edge bonds are links, so $H_{DD}=-1.5J$. For a single island all six links count, so $H_{K_1K_2}=H_{DD'}=-\tfrac34\cdot\tfrac14\cdot6\,J=-1.125J$. For $K_1$ with $D_1$ the island $\{1,2,3,4\}$ contains the links $12,23,34$ and the island $\{5,6\}$ one more, so $\nu=4$; for $K_2$ with $D_1$ the links are $45,56,61$ and $23$, again four. Thus $H_{KD}=-\tfrac34\cdot\tfrac12\cdot4\,J=-1.5J$.

The matrix $H$ has the same pattern of equal elements as $G$, so the same three kinds of vector separate the problem. On $(1,-1,0,0,0)$, $H$ gives the factor $(-2.25+1.125)J=-1.125J$ and $G$ the factor $0.75$, so $E=-1.5J$. On the Dewar vectors with $\sum y_i=0$, $H$ gives $(-1.5+1.125)J=-0.375J$, so $E=-0.5J$, twice. For $\psi=c_KA+c_DB$ the block sums are

$$H_{AA}=2(-2.25-1.125)J=-6.75J,\qquad H_{AB}=6(-1.5)J=-9.0J,$$

$$H_{BB}=[3(-1.5)+6(-1.125)]J=-11.25J .$$

With $\varepsilon=E/J$ the determinant condition is

$$\left(\tfrac{27}4+\tfrac52\varepsilon\right)\left(\tfrac{45}4+\tfrac92\varepsilon\right)-(9+3\varepsilon)^2=0 .$$

The product is $\tfrac{1215}{16}+\left(\tfrac{243}8+\tfrac{225}8\right)\varepsilon+\tfrac{45}4\varepsilon^2$, and the square is $81+54\varepsilon+9\varepsilon^2$. The difference is $\tfrac94\varepsilon^2+\tfrac92\varepsilon-\tfrac{81}{16}$, and division by $\tfrac94$ leaves

$$\varepsilon^2+2\varepsilon-\tfrac94=0,\qquad \varepsilon=-1\pm\tfrac12\sqrt{13},$$

which are $-2.80278$ and $+0.80278$. For the lower root the first row of the secular equations, $(H_{AA}-EG_{AA})c_K+(H_{AB}-EG_{AB})c_D=0$, has the coefficients $-\tfrac{27}4+\tfrac52+\tfrac54\sqrt{13}=\tfrac14(5\sqrt{13}-17)$ and $-9+3+\tfrac32\sqrt{13}=-\tfrac32(4-\sqrt{13})$ in units of $J$. Hence

$$\frac{c_D}{c_K}=\frac{5\sqrt{13}-17}{6(4-\sqrt{13})}=\frac{(5\sqrt{13}-17)(4+\sqrt{13})}{6(16-13)}=\frac{3\sqrt{13}-3}{18}=\frac{\sqrt{13}-1}6=0.43426 .$$

Normalisation requires $c_K^2\,[2.5+2\times3.0\times0.43426+4.5\times0.43426^2]=1$. The bracket is $2.5+2.6056+0.8486=5.9542$, so $c_K=0.40982$ and $c_D=0.43426\times0.40982=0.17797$. All five coefficients are positive in the odd-to-even convention. Their squares, $2c_K^2+3c_D^2$, add up to about $0.43$ and not to one, so in this non-orthogonal basis they are not probabilities.

Multiplying by $J$ and by $J/h$ gives the five singlet levels. For the lowest, $-2.80278\times3.20435\times10^{-19}=-8.9811\times10^{-19}$ erg and $-2.80278\times48.360=-135.54$ MHz.

| $E/J$ | $E$ ($10^{-19}$ erg) | $E/h$ (MHz) |
|---|---|---|
| $-2.80278$ | $-8.9811$ | $-135.54$ |
| $-1.50000$ | $-4.8065$ | $-72.54$ |
| $-0.50000$ (twice) | $-1.6022$ | $-24.18$ |
| $+0.80278$ | $+2.5724$ | $+38.82$ |

Mixing lowers the energy only through the part of an off-diagonal element that goes beyond what the overlap alone would give. For the Kekulé pair this part is $H_{K_1K_2}-G_{K_1K_2}H_{KK}=(-1.125+0.5625)J=-0.5625J$, and it lowers $K_1+K_2$ below $K_1$ by $0.5625J/(1+\tfrac14)=0.45J$. A single Kekulé structure has $\langle H\rangle=-2.25J$, three singlet links at $-\tfrac34J$ and three uncorrelated links at zero, and a Dewar structure has $-1.5J$. The combination $K_1+K_2$ has $H_{AA}/G_{AA}=-6.75J/2.5=-2.70J$. Its squared overlap with the ground state is $(G_{AA}c_K+G_{AB}c_D)^2/G_{AA}=(2.5\times0.40982+3.0\times0.17797)^2/2.5=0.9715$. The Dewar structures, which overlap strongly with the Kekulé pair, supply the remaining lowering to $-2.80278J$.

The gap between the two lowest singlets is $(2.80278-1.5)J=1.30278J=4.1746\times10^{-19}$ erg, or $63.00$ MHz. A ring prepared in $K_1=\tfrac12A+\tfrac12(K_1-K_2)$ contains both of these levels, so $63.00$ MHz is one of the frequencies at which the bond pattern beats. This gap is not the lowest excitation energy of the ring. The Rumer basis contains singlets only and says nothing about other total spins. Diagonalization in the full 64-dimensional space shows that the singlet at $-2.80278J$ is the ground state of the model at zero magnetic field, and also that the lowest triplet lies at $-2.11803J=-6.7869\times10^{-19}$ erg, below the second singlet. The singlet–triplet gap is $0.68474J=2.1942\times10^{-19}$ erg, or $33.11$ MHz. For this small $J$ the gap corresponds to only $1.6$ mK, so at $20$ mK the thermal population of the ground state is about $0.02$, close to $1/64$, and a singlet has to be prepared rather than reached by cooling. A uniform field leaves the singlet levels unchanged, but it brings one component of the triplet below the lowest singlet once $g\mu_BB$ exceeds the gap, that is above about $2.4\ \text{mT}/g$. The triplet plays no part in the motion of a state prepared as a singlet while the Hamiltonian is isotropic, but a field that differs from dot to dot, or an antisymmetric exchange term $\mathbf D_{ij}\cdot(\mathbf S_i\times\mathbf S_j)$ of spin–orbit origin, can couple to it. With the same $\mathbf D$ on every link the state $K_1$ acquires weight on the lowest triplet, while the ground state does not. Symmetric anisotropy of the form $\sum_aJ^a_{ij}S_i^aS_j^a$ with common axes mixes singlets with higher spin but not with triplets: it commutes with rotations of all spins by $\pi$ about $x$, $y$ and $z$, a singlet is even under all three rotations, and no triplet state is.

## 11. The numerical check

The numerical check builds each diagram as an explicit vector with $2^N$ components from tensor products of pair singlets, and the spin operators as explicit matrices. It verifies (2) symbolically and on vectors. For $N=2$ to $10$ it compares the number of zero eigenvalues of $\mathbf S^2$ with the number of noncrossing pairings, their rank and formula (3), confirms that the first non-zero component of each Rumer vector sits at its Dyck word, and compares all scalar products with $2^{L-N/2}$. For all 105 diagrams of eight spins it tests the signed rule (4) with random arrows, and it tests the recursive uncrossing, including the fall in the number of crossings at each step. Rule (5) is tested for all 15 diagrams of six spins and all pairs of sites. The Gram and Hamiltonian matrices of the ring, the expansion of $[14][25][36]$, the five closed-form energies and the ratio $c_D/c_K$ are compared with the explicit vectors and with diagonalization of the $64\times64$ Hamiltonian.

## Computed results

```
N=4 <[12][34]|[14][32]> = 0.5
N=2: pairings 1, C(N,n)=2, C(N,n+1)=1, Rumer 1, singlets 1
N=4: pairings 3, C(N,n)=6, C(N,n+1)=4, Rumer 2, singlets 2
N=6: pairings 15, C(N,n)=20, C(N,n+1)=15, Rumer 5, singlets 5
N=8: pairings 105, C(N,n)=70, C(N,n+1)=56, Rumer 14, singlets 14
N=10: pairings 945, C(N,n)=252, C(N,n+1)=210, Rumer 42, singlets 42
K1 [12][34][56] word ababab islands [3, 1, 2, 2, 2]
K2 [16][32][54] word aababb islands [1, 3, 2, 2, 2]
D1 [14][32][56] word aabbab islands [2, 2, 3, 1, 1]
D2 [52][16][34] word aaabbb islands [2, 2, 1, 3, 1]
D3 [36][12][54] word abaabb islands [2, 2, 1, 1, 3]
K1 G row [1.0, 0.25, 0.5, 0.5, 0.5] links [3, 6, 4, 4, 4]
K2 G row [0.25, 1.0, 0.5, 0.5, 0.5] links [6, 3, 4, 4, 4]
D1 G row [0.5, 0.5, 1.0, 0.25, 0.25] links [4, 4, 2, 6, 6]
D2 G row [0.5, 0.5, 0.25, 1.0, 0.25] links [4, 4, 6, 2, 6]
D3 G row [0.5, 0.5, 0.25, 0.25, 1.0] links [4, 4, 6, 6, 2]
K1 H row / J [-2.25, -1.125, -1.5, -1.5, -1.5]
K2 H row / J [-1.125, -2.25, -1.5, -1.5, -1.5]
D1 H row / J [-1.5, -1.5, -1.5, -1.125, -1.125]
D2 H row / J [-1.5, -1.5, -1.125, -1.5, -1.125]
D3 H row / J [-1.5, -1.5, -1.125, -1.125, -1.5]
Gram eigenvalues [0.14389, 0.75, 0.75, 0.75, 2.60611] det 0.158203 = 81/512
[14][25][36] in K1,K2,D1,D2,D3: [1.0, 1.0, -1.0, -1.0, -1.0]
A=K1+K2, B=sum D: G_AA,G_AB,G_BB = 2.5 3.0 4.5
H_AA,H_AB,H_BB / J = -6.75 -9.0 -11.25
<H>/J: K1 -2.2500, K1+K2 -2.7000, D1 -1.5000
ground state cK = 0.40982, cD = 0.17797, cD/cK = 0.43426
|<A normalized|ground>|^2 = 0.97150
1 eV = 1.602177e-12 erg, hbar = 1.054572e-27 erg s, h = 6.626070e-27 erg s
input J = 0.20 ueV = 3.20435e-19 erg, J/h = 48.360 MHz
singlet 0: E = -2.80278 J = -8.9811e-19 erg, E/h = -135.54 MHz
singlet 1: E = -1.50000 J = -4.8065e-19 erg, E/h = -72.54 MHz
singlet 2: E = -0.50000 J = -1.6022e-19 erg, E/h = -24.18 MHz
singlet 3: E = -0.50000 J = -1.6022e-19 erg, E/h = -24.18 MHz
singlet 4: E = 0.80278 J = 2.5724e-19 erg, E/h = 38.82 MHz
lowest triplet: E = -2.11803 J = -6.7869e-19 erg
singlet-singlet gap = 1.30278 J = 4.1746e-19 erg, gap/h = 63.00 MHz
singlet-triplet gap = 0.68474 J = 2.1942e-19 erg, gap/h = 33.11 MHz
```
